# Why tilting a magnetic field makes Landau and spin splittings coincide

**Question.** Electrons in an inversion layer stand in a magnetic field. With the field along the normal, the spin splitting in silicon is much smaller than the spacing of the Landau levels. Why does tilting the field bring the two into coincidence, at what angle does this happen, and what does that angle measure?

**Answer.**

### The two splittings respond to different parts of the field

The Landau spacing comes from circular motion in the plane of the layer. For an electron moving in the plane, the in-plane part of the field produces a force along the normal, and the confining well resists that force. Only the perpendicular part bends the path within the plane. The spin is not tied to any plane, so with an isotropic $g$ factor its energy depends on the total field.

Algebra is in atomic units ($\hbar=m_e=e=1$), where the Bohr magneton is $1/2$. The electron has charge $-1$ and kinetic momentum $\mathbf p+\mathbf A$. Let $\theta$ be the tilt from the normal $z$, and

$$\mathbf B=(B_\parallel,0,B_\perp),\qquad B_\parallel=B\sin\theta,\quad B_\perp=B\cos\theta .$$

The potential $\mathbf A=(0,\;B_\perp x-B_\parallel z,\;0)$ has this field as its curl, since $-\partial_zA_y=B_\parallel$ and $\partial_xA_y=B_\perp$. With in-plane mass $m$, normal mass $m_z$ and well $V(z)$,

$$H=\frac{p_x^2}{2m}+\frac{(p_y+B_\perp x-B_\parallel z)^2}{2m}+\frac{p_z^2}{2m_z}+V(z)+\frac g4\,\boldsymbol\sigma\cdot\mathbf B .$$

Take first a layer so thin that $z$ may be replaced by a fixed number $\bar z$. Since $p_y$ is conserved, the in-plane part is

$$\frac{p_x^2}{2m}+\frac{B_\perp^2}{2m}(x-x_0)^2,\qquad x_0=\frac{B_\parallel\bar z-p_y}{B_\perp}.$$

The in-plane field only moves the centre. Comparing with $m\omega^2(x-x_0)^2/2$ gives $\omega=B_\perp/m$. For the spin, $(\boldsymbol\sigma\cdot\mathbf B)^2=B^2$, so $\boldsymbol\sigma\cdot\mathbf B$ has eigenvalues $\pm B$ and the splitting is $Z=gB/2$ in any direction. Hence

$$E_{n,\pm}=\omega\left(n+\tfrac12\right)\pm\frac{gB}{4},\qquad r\equiv\frac Z\omega=\frac{gm}{2\cos\theta}.$$

### The coincidence angle

The upper spin state of level $n$ meets the lower spin state of level $n+j$ when $Z=j\omega$, that is, $gB/2=jB\cos\theta/m$. The field strength cancels:

$$\cos\theta_j=\frac{gm}{2j},\qquad j=1,2,\dots,\qquad \frac{gm}{2j}\le1 .$$

The index $n$ has dropped out too, because the Landau levels are equally spaced: the whole ladder coincides at one angle.

For a silicon (100) layer take the rough values $m=0.19$ and $g=2$, so that $r=0.19$ at zero tilt. Hold the perpendicular field at 2 T while tilting, which fixes the Landau spacing at 1.219 meV. The first coincidence has $\cos\theta_1=0.19$, so $\theta_1=79.05^\circ$, and the total field is $2/0.19=10.53$ T. The second has $\cos\theta_2=0.095$, giving $84.55^\circ$ and 21.05 T.

### How the coincidence shows itself

Quantum oscillations follow the density of states at the Fermi level. Give each level a Lorentzian half width $\Gamma$, and write $\varepsilon=E/\omega$ and $w=\Gamma/\omega$. Far above the bottom of the ladder, one set of levels at $n+\frac12$ gives a periodic function of $\varepsilon$. Its Fourier coefficients are those of a single Lorentzian, $e^{-2\pi sw}$, times $(-1)^s$ from the offset $\frac12$:

$$\frac{D}{D_0}=1+2\sum_{s\ge1}(-1)^s e^{-2\pi sw}\cos(2\pi s\varepsilon).$$

Spin shifts the ladder by $\pm r/2$, and a valley splitting $v\omega$ shifts it by $\pm v/2$. Averaging the cosine over the four shifts multiplies harmonic $s$ by $\cos(\pi sr)\cos(\pi sv)$. The fundamental therefore has coefficient

$$-2e^{-2\pi w}\cos(\pi r)\cos(\pi v).$$

It vanishes at $r=1/2$, where the spin levels are evenly spaced by $\omega/2$, and returns with reversed sign at $r=1$.

A mobility of $10^4$ cm²/Vs gives $\omega\tau=2$. If the transport lifetime also sets the level width, $\Gamma=1/(2\tau)$ and $w=0.25$. With a rough valley splitting of 0.2 meV the valley factor is 0.870. At $r=1$ the coefficient is $+2e^{-\pi/2}(0.870)=0.362$, against $-0.299$ at zero tilt. At $r=1/2$, reached at $67.67^\circ$, the fundamental is zero and a second harmonic of $-0.044$ remains.

Temperature replaces the Fermi level by an average over the thermal window. With $f$ the Fermi function and $q=2\pi kT/\omega$, the average multiplies the fundamental by

$$\int_0^1\left(\frac{f}{1-f}\right)^{iq}df=\Gamma_{\rm E}(1+iq)\,\Gamma_{\rm E}(1-iq)=\frac{\pi q}{\sinh\pi q},$$

where $\Gamma_{\rm E}$ is Euler's gamma function. At 1.5 K this is 0.524. It reduces the signal without moving the angles.

The sign reversal can also be counted. Neglect the valley splitting, so that each spin level holds two units of filling. At zero tilt the wide gaps lie at fillings 4, 8, 12. At $r=1$ the lowest level stands alone and all higher ones are paired, so the gaps lie at 2, 6, 10.

### What the thickness of the layer changes

Put $\tilde z=z-\langle z\rangle$ and $\Pi=p_y+B_\perp x-B_\parallel\langle z\rangle$. The square in $H$ becomes

$$\frac{\Pi^2}{2m}-\frac{B_\parallel}{m}\Pi\tilde z+\frac{B_\parallel^2\tilde z^2}{2m}.$$

To first order the last term raises every level of the lowest subband by $B_\parallel^2\langle\tilde z^2\rangle/2m$, which is 0.065 meV in the uniform-force well described below. This is common to all Landau and spin levels and drops out of the coincidence.

The middle term has zero mean, but in second order it mixes in higher subbands $k$ at energies $\Delta_k$. The oscillator matrix elements are $|\langle n+1|\Pi|n\rangle|^2=B_\perp(n+1)/2$, so

$$\delta E_n=-\frac{B_\parallel^2B_\perp}{2m^2}\sum_k|z_{0k}|^2\left[\frac{n+1}{\Delta_k+\omega}+\frac{n}{\Delta_k-\omega}\right].$$

For $\omega\ll\Delta_k$ the bracket is $(2n+1)/\Delta_k$, and with $B_\perp/m=\omega$

$$\delta E_n\simeq-\delta\,\omega\left(n+\tfrac12\right),\qquad \delta=\frac{B_\parallel^2}{m}\sum_k\frac{|z_{0k}|^2}{\Delta_k}.$$

The orbital spacing thus depends slightly on the in-plane field after all. The condition $Z=\omega(1-\delta)$ gives $\cos\theta\simeq\cos\theta_1(1+\delta)$, and hence $\Delta\theta\simeq-\delta/\tan\theta_1$.

For a number, model the well as a hard wall with a uniform force $F$. Differentiating the equation for the subband state $\psi_0$ gives $H_z\psi_0'=E_0\psi_0'-F\psi_0$. Multiply by $\psi_k$, integrate, and keep the boundary term at the wall:

$$(E_k-E_0)\int\psi_k\psi_0'\,dz+F\delta_{k0}=\frac{\psi_k'(0)\psi_0'(0)}{2m_z}.$$

The case $k=0$ gives $\psi_0'(0)^2=2m_zF$, and the same argument holds for every state. For $k\ne0$ the integral therefore has magnitude $F/\Delta_k$. Since $[H_z,z]=-(1/m_z)\,d/dz$, it also equals $m_z\Delta_k|z_{0k}|$ in magnitude, so $|z_{0k}|=F/(m_z\Delta_k^2)$.

With $m_z=0.92$, a well field of 0.093 MV/cm and a first subband spacing of 26.7 meV, the sum gives $\delta=0.46$ percent at the in-plane field of 10.33 T. Then $\Delta\theta\simeq-0.0046/5.17$ rad, or $-0.05^\circ$. Numerical diagonalization of the coupled $x$–$z$ motion puts the coincidence at $79.00^\circ$, in agreement. The correction grows as $B_\parallel^2$ and is larger in wider wells, where the subbands lie closer. The uniform force understates it: in a real layer the electrons screen the field, the outer part of the well is flatter, and the correction can be two to three times larger. It is then still only about a tenth of a degree.

### What interactions change

Exchange favours electrons of equal spin and so enlarges the splitting. In a Stoner mean field with constant $I$, the spin splitting is

$$S=Z+I(n_{\rm low}-n_{\rm up}).$$

If the Landau levels are smeared out and both spins remain occupied, the population difference is $D_1S$, with $D_1$ the density of states per spin. Writing $x=ID_1$,

$$S=\frac{Z}{1-x}=\frac{g^*B}{2},\qquad g^*=\frac g{1-x}.$$

The splitting still follows the total field, so the coincidence law survives with $g$ replaced by $g^*$. When the levels are partly resolved, $S/Z$ varies with filling. At $S=j\omega$, however, the periodicity of the ladder makes the population difference exactly $D_1j\omega$, so the coincidences keep these angles. The node at $S=\omega/2$ has no such protection and moves with filling.

For sharp levels the population changes in steps. One spin level holds $n_L=D_1\omega$ electrons per area. The mean-field energy contains $-I(n_{\rm low}-n_{\rm up})^2/4$, whose derivative reproduces the exchange part of $S$. Let $p$ be the excess number of filled lower-spin levels. Moving the highest filled upper-spin level into the lowest empty lower-spin level costs orbital energy $(p+1)\omega$ per electron. It gains $Z$ from the field and

$$\frac{In_L}{4}\left[(p+2)^2-p^2\right]=x\omega(p+1)$$

from exchange. With $j=p+1$ the net cost is $j(1-x)\omega-Z$. The ground state therefore jumps at $Z=j(1-x)\omega$, which is again $\cos\theta_j=g^*m/2j$. For an even number of filled levels $j$ is odd, and for an odd number it is even.

A chosen model value $x=0.3$ gives $g^*=2/0.7=2.86$ and $\cos\theta_1=0.271$. The first coincidence moves to $74.25^\circ$, at a total field of 7.37 T.

The sharp-level jump can show hysteresis in this model. At even level number the state $p=0$ has $S=Z$ and is self-consistent while $Z<\omega$. The state $p=2$ has $S=Z+2x\omega$ and needs $S>\omega$, so $Z>(1-2x)\omega$. Around the first jump both exist between $61.6^\circ$ and $79.05^\circ$. This range assumes sharp levels and zero temperature, and broadening narrows it. Without valley splitting, the density of states at the centre of a Lorentzian level is $\coth(\pi w)$ times its mean, so two solutions require $x\coth(\pi w)>1$. For $x=0.3$ this means $w<0.099$; valley splitting or a filling away from an even level number lowers the limit further. At the width $w=0.25$ used above, the splitting therefore grows smoothly with tilt and no hysteresis is expected.

### Does spin-orbit coupling keep the levels apart?

Take the Rashba term $\alpha(\sigma_x\Pi_y-\sigma_y\Pi_x)$, where $\Pi_x,\Pi_y$ are the kinetic momenta in the thin limit and $[\Pi_x,\Pi_y]=-iB_\perp$. The lowering operator is $a=(\Pi_x-i\Pi_y)/\sqrt{2B_\perp}$, and with $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$ the term becomes

$$i\alpha\sqrt{2B_\perp}\,(\sigma_+a-\sigma_-a^\dagger).$$

At the first coincidence the $k$-th pair joins the lower spin state of level $k$ to the upper spin state of level $k-1$. The operator $a$ supplies $\sqrt k$. Between spin states quantized along the tilted field, $\sigma_+$ supplies $\cos^2(\theta/2)=(1+\cos\theta)/2$. The gap is twice the matrix element:

$$\alpha\sqrt{2kB_\perp}\,(1+\cos\theta).$$

With a rough $\alpha=0.005$ meV nm, the pair $k=5$ is split by 0.001 meV. The level half width is 0.305 meV, so the anticrossing is hidden for these parameters.

### Reading the angle in a real device

The mass, density ($10^{12}$ cm⁻²) and mobility are rough typical values for a good silicon transistor at low temperature. The Fermi energy of 6.3 meV lies well below the next subband, 24.7 meV up in the triangular-well model. Screening by the electrons flattens the outer part of the well and can bring this down to roughly 14 meV, which is still above the Fermi energy, so one subband suffices. The oxide field of 0.51 MV/cm is far below breakdown, roughly 10 MV/cm.

The assumption that fails is the neglect of interactions. The Coulomb energy at the magnetic length is 10.2 meV, about eight times the Landau spacing. The mean field is therefore a guide to the mechanism, not a controlled calculation: $x$ was chosen, and the dependence of exchange on Landau index, the change of mass by interactions, and correlation are left out. Even so, $x=0.3$ moves the angle by nearly $5^\circ$, far more than the thickness correction.

If the interacting levels keep the form of a ladder with renormalized mass $m^*$ and factor $g^*$, the first coincidence measures their product, $g^*m^*=2\cos\theta_1$. Separating the two needs an independent mass, for example from the temperature dependence of the oscillations. The tilt must also be known well: near $79^\circ$, $r$ changes by 0.09 per degree, so an error of one degree shifts the inferred product by about 9 percent. The relative error per radian is $\tan\theta$, so near $74^\circ$ it is about 6 percent per degree. The numerical output lists the remaining values.

## Calculated quantities

```
In-plane mass, normal mass (electron masses): 0.19, 0.92
Bare g: 2.0; valleys: 2
Electron density: 1.00e+12 cm^-2
Depletion charge density: 1.00e+11 cm^-2
Relative permittivity Si, oxide: 11.7, 3.9
Mobility: 10000 cm2/Vs; temperature: 1.5 K
Perpendicular field, held fixed: 2.00 T
Landau spacing: 1.219 meV
Spin splitting at zero tilt: 0.232 meV
Ratio r at zero tilt: 0.190
r = 0.5: tilt 67.67 deg, total field 5.26 T
r = 1: tilt 79.05 deg, total field 10.53 T
r = 2: tilt 84.55 deg, total field 21.05 T
In-plane field at r = 1: 10.33 T
Change of r per degree near r = 1: 0.090
Wide-gap fillings, zero tilt: [4, 8, 12]
Wide-gap fillings, r = 1: [2, 6, 10]
Filling factor: 20.68
Fundamental harmonic, zero tilt: -0.2992
Fundamental harmonic, r = 1/2: 0.0000
Second harmonic, r = 1/2: -0.0444
Fundamental harmonic, r = 1: 0.3617
Exchange parameter x: 0.3; enhanced g*: 2.857
Interacting first coincidence: 74.25 deg
Its total field: 7.37 T
Smeared-level splitting there: 1.219 meV
Sharp-level ground-state jump: 74.25 deg
Two-solution window: 61.64 to 79.05 deg
Effective well field: 0.0928 MV/cm
Mean distance from interface: 2.57 nm
Subband spacing: 26.7 meV
Other valleys' lowest subband above: 24.7 meV
Fermi energy: 6.30 meV
Diamagnetic shift at r = 1: 0.0651 meV
Thickness reduction of spacing, formula: 0.456 percent
Coincidence with thickness: 78.998 deg
Angle moved by thickness: -0.0496 deg
Landau frequency times lifetime: 2.00
Level half width: 0.305 meV
Thermal energy: 0.129 meV; damping factor 0.524
Valley splitting, rough: 0.20 meV
Valley factor of fundamental: 0.870
Rashba constant, rough: 0.005 meV nm
Anticrossing gap, pair 5: 0.00104 meV
Magnetic length: 18.14 nm
Coulomb energy at that length: 10.18 meV
Coulomb energy / Landau spacing: 8.35
Interaction parameter r_s: 2.60
Oxide field: 0.510 MV/cm
```
